\section*{Weibull Area Scaling of Dielectric Breakdown from Independent Weakest Links}

\section{Definitions and conventions}

A gate dielectric of area $A$ is held at constant voltage and temperature. Its lifetime is the time $t$ of its first breakdown. Over a population of nominally equal devices, $F_A(t)$ is the fraction failed by time $t$ and $S_A(t)=1-F_A(t)$ the fraction surviving. Two further functions are convenient:
\begin{equation}
H_A(t)=-\ln S_A(t),\qquad W_A(t)=\ln H_A(t)=\ln[-\ln(1-F_A)].
\end{equation}
$H_A$ is the cumulative hazard. It rises from zero, and for small $F_A$ it is nearly equal to $F_A$. A Weibull plot shows $W_A$ against $\ln t$. The Weibull law is
\begin{equation}
H_A(t)=\left(\frac{t}{\eta_A}\right)^{\beta},\qquad
W_A(t)=\beta(\ln t-\ln\eta_A),
\label{weibull}
\end{equation}
a straight line of slope $\beta>0$. At the scale $t=\eta_A$, $H_A=1$ and $F_A=1-e^{-1}\approx0.632$.

The test structures have area $A_0$, and $r=A/A_0$ is the area ratio. For the test area, $\eta_{A_0}$ is written $\eta_0$.

\section{From two regions to any area ratio}

Take a device made of two regions, each with survival probability $s(t)$. The device survives to time $t$ if both regions do. If their failures are statistically independent, the joint probability is a product:
\begin{equation}
S(t)=s(t)\,s(t)=s(t)^2,\qquad H(t)=-2\ln s(t).
\end{equation}
Doubling the area has doubled the cumulative hazard. The failed fraction is $F=1-(1-f)^2=2f-f^2$, where $f=1-s$. It is less than $2f$ because a device in which both regions would have failed is counted once.

For $N$ independent regions with the same law, the same argument gives $S_A=s^N$. A test device made of $N_0$ such regions has $S_{A_0}=s^{N_0}$, so $s=S_{A_0}^{1/N_0}$. Eliminating $s$, and using $N/N_0=A/A_0=r$ for regions of equal size,
\begin{equation}
S_A(t)=S_{A_0}(t)^{N/N_0}=S_{A_0}(t)^{r}.
\label{survival}
\end{equation}
Taking minus the logarithm, and then the logarithm again,
\begin{equation}
H_A(t)=rH_{A_0}(t),\qquad W_A(t)=W_{A_0}(t)+\ln r.
\label{vertical}
\end{equation}
The region size has dropped out. A larger area moves the curve on a Weibull plot upward by $\ln r$ at every time, whatever the law of a single region.

The two assumptions can be separated. If the regions are independent but not identical, the product rule gives $H_A=\sum_i H_i$. Suppose, for example, that the interior contributes $h_{\mathrm a}(t)$ per unit area and the edge $h_{\mathrm e}(t)$ per unit length. With perimeter $L$, $H_A=Ah_{\mathrm a}+Lh_{\mathrm e}$. This is proportional to $A$ if the edge term is negligible or if $L/A$ is the same for all the structures compared. Otherwise equation \eqref{vertical} fails although independence holds.

\section{The scale shift for a Weibull law}

Now let the test devices obey $H_{A_0}=(t/\eta_0)^\beta$. Equation \eqref{vertical} gives
\begin{equation}
H_A(t)=r\left(\frac{t}{\eta_0}\right)^\beta
=\left(\frac{r^{1/\beta}t}{\eta_0}\right)^\beta
=\left(\frac{t}{\eta_0r^{-1/\beta}}\right)^\beta .
\end{equation}
This has the form \eqref{weibull} with the same slope and a new scale:
\begin{equation}
\boxed{\eta_A=\eta_0\left(\frac{A}{A_0}\right)^{-1/\beta},\qquad
\ln\frac{\eta_A}{\eta_0}=-\frac{1}{\beta}\ln\frac{A}{A_0}.}
\label{scale}
\end{equation}
Geometrically, raising a line of slope $\beta$ by $\ln r$ is the same as moving it left by $(\ln r)/\beta$. The minus sign says that larger devices, having more places to fail, tend to fail earlier.

Three limits test the formula. For $r=1$ the scale is unchanged. For $\beta=1$, each region has a constant failure rate; the rates add, and $\eta_A\propto1/A$. For $\beta\to\infty$, all regions fail at nearly the same time, so adding regions does not help to find an early failure, and $\eta_A\to\eta_0$. A small slope means a wide spread of region lifetimes and a strong area dependence.

For a specified failed fraction $F$, define $H_F=-\ln(1-F)$. Solving $r(t_F/\eta_0)^\beta=H_F$ for $t_F$ gives
\begin{equation}
t_F(A)=\eta_0\left(\frac{H_F}{r}\right)^{1/\beta}.
\label{life}
\end{equation}

\section{Does a uniform time shift require a Weibull law?}

Assume \eqref{vertical}, and suppose that changing the area merely multiplies all lifetimes by a factor $c(r)$, for every $r>0$. Let $H_{A_0}$ be continuous and strictly increasing from zero to infinity. Then $W_{A_0}(t)$ can be inverted as $\ln t=G(W)$ for all real $W$.

Area $A$ reaches the level $W$ when the test area is at $W-\ln r$. Its logarithmic lifetime is therefore $G(W-\ln r)$. With $u=-\ln r$ and $s(u)=\ln c(r)$, the supposition reads
\begin{equation}
G(W+u)=G(W)+s(u)\quad\text{for all }W,u.
\end{equation}
Applying a shift $u$ and then a shift $v$ gives $s(u+v)=s(u)+s(v)$. Repeated addition fixes $s(q)=q\,s(1)$ for rational $q$. Since $G$ is increasing, so is $s$, and any real $u$ can be enclosed between rationals as closely as desired. Hence $s(u)=u\,s(1)$ for all real $u$, with $s(1)>0$. Call this constant $1/\beta$. Setting $W=0$ and then renaming $u$ as $W$,
\begin{equation}
\ln t=G(W)=G(0)+\frac{W}{\beta}
\quad\Longrightarrow\quad
H_{A_0}=e^W=\left(\frac{t}{\eta_0}\right)^\beta,
\end{equation}
where $\ln\eta_0=G(0)$. Under independent scaling, a uniform time shift for every area ratio thus implies the Weibull law.

For another law the vertical shift remains, but the horizontal shift cannot be independent of $F$ for every area ratio. To find its local value, hold $F$ fixed, so that $\ln r+W_{A_0}(t_F)=\ln H_F$ is constant. Differentiation gives
\begin{equation}
d\ln r+\beta_{\mathrm{loc}}\,d\ln t_F=0,\qquad
\frac{d\ln t_F}{d\ln A}=-\frac{1}{\beta_{\mathrm{loc}}},
\label{local}
\end{equation}
with $\beta_{\mathrm{loc}}=dW_A/d\ln t$ taken at $t_F(A)$. The derivative of $W_{A_0}$ is the same at that time, because the two curves differ by a constant.

A lognormal test-area law with unit standard deviation of $\ln t$ makes the distinction visible. For $r=16$, sampled minima give vertical shifts of 2.769, 2.765 and 2.768 at three different times, against $\ln16=2.773$. The shift in $\ln t$, however, is $-0.900$ at $F=0.01$ and $-1.887$ at $F=0.632$. Each shift spans the same rise $\ln16$ on the test-area curve, so the average slopes over the two spans are
\begin{equation}
\frac{2.773}{0.900}\approx3.08,\qquad \frac{2.773}{1.887}\approx1.47 .
\end{equation}
No single $\beta$ describes both. At $F=0.01$ on the larger area, the local slope is 3.495 and the directly computed area derivative is $-0.2861$, in agreement with \eqref{local}.

\section{A power law from a two-layer gate stack}

The Weibull form can be obtained from a simple percolation model. Divide the stack into $N=A/a$ disjoint vertical columns, each of cross-section $a$. A column contains $n_1$ cells in the interfacial layer and $n_2$ cells in the high-$k$ layer. It breaks down when all its cells are defective, and the device fails with its first column. Cells become defective independently. In layer $i$, a cell is defective by time $t$ with probability
\begin{equation}
\lambda_i(t)=\left(\frac{t}{\tau_i}\right)^{\alpha_i},\qquad 0\le t\le\tau_i,
\end{equation}
with $\alpha_i>0$. The growth law is an assumption of the model. So is the restriction to straight columns: paths that cross between columns would share cells and make their failures dependent.

All cells of a column must be defective, so the column failure probability is
\begin{equation}
p(t)=\lambda_1^{n_1}\lambda_2^{n_2}
=\left(\frac{t}{\tau_1}\right)^{n_1\alpha_1}
 \left(\frac{t}{\tau_2}\right)^{n_2\alpha_2}
=\left(\frac{t}{t_{\mathrm c}}\right)^\beta .
\end{equation}
Comparing powers of $t$ and then the constants,
\begin{equation}
\beta=n_1\alpha_1+n_2\alpha_2,\qquad
\ln t_{\mathrm c}=\frac{n_1\alpha_1\ln\tau_1+n_2\alpha_2\ln\tau_2}{\beta}.
\label{slope}
\end{equation}
Removing cells from either layer at fixed exponents lowers $\beta$ and strengthens the area dependence. The sum in \eqref{slope} holds only for $t\le\min(\tau_1,\tau_2)$. Once one layer is saturated with defects, its factor in $p$ equals 1 and only the other layer's $n_i\alpha_i$ remains, so the Weibull plot bends to a smaller slope. A real stack whose layers degrade at very different rates therefore need not show a single $\beta$.

The device survives if none of its $N$ columns has failed: $S_A=(1-p)^N$. Therefore
\begin{equation}
H_A=-N\ln(1-p)=N\left(p+\frac{p^2}{2}+\cdots\right).
\end{equation}
For $p\ll1$ the first term dominates and $H_A\approx N(t/t_{\mathrm c})^\beta$. This is a Weibull law with $\eta_A=t_{\mathrm c}N^{-1/\beta}$. Since $N\propto A$, it contains \eqref{scale}.

Area scaling by \eqref{survival} is exact in this model for any $N$, whereas the Weibull form is an approximation. Its error follows from solving the exact relation for $p$. With $x=H/N$,
\begin{equation}
p=1-e^{-x}=x\left(1-\frac{x}{2}+\cdots\right).
\end{equation}
The exact time is $t_{\mathrm c}p^{1/\beta}$ and the Weibull time is $t_{\mathrm c}x^{1/\beta}$. To leading order in $x$,
\begin{equation}
\frac{t_{\mathrm{exact}}}{t_{\mathrm{Weibull}}}-1
=\left(1-\frac{x}{2}+\cdots\right)^{1/\beta}-1
\approx-\frac{H}{2N\beta}.
\end{equation}
With $N=1000$, $H=1$ and $\beta=1.6$, this predicts $-3.125\times10^{-4}$ relative to the Weibull time; the root of the exact relation gives $-3.124\times10^{-4}$. The estimate requires the exact time to lie below the smaller $\tau_i$. For the stack of the worked example below and $H=1$, this fails for fewer than about 40 columns, where the local slope drops to about 0.8.

Sampling individual cell defect times tests the whole construction, including the maximum within a column and the minimum over columns. Between 200 and 3200 columns, the sampled shift of $\ln\eta$ is $-1.733$, equal to the prediction $-(\ln16)/1.6$ at the printed precision. The last digits of this agreement carry no weight: the finite-column correction moves the expected shift to $-1.731$, the sampling spread for 3000 devices per size is about 0.02, and the tolerance was set at 0.10. The sampled slopes are 1.578 and 1.585, within the tolerance of 0.17 around 1.6.

\section{Worked example: from test capacitor to product}

The following round values define a model stack, not a named material:
\begin{align}
n_1&=2, & \alpha_1&=0.4, & \tau_1&=10^{17}\ \mathrm{s},\nonumber\\
n_2&=4, & \alpha_2&=0.2, & \tau_2&=10^{19}\ \mathrm{s}.\nonumber
\end{align}
The column area is $10^{-6}\ \mu\mathrm{m}^2$, the test area $100\ \mu\mathrm{m}^2$ and the total product area $10^6\ \mu\mathrm{m}^2$. Both areas are under the same stress. From \eqref{slope},
\begin{equation}
\beta=2(0.4)+4(0.2)=1.6,\qquad
t_{\mathrm c}=(10^{17}\times10^{19})^{1/2}\ \mathrm{s}=10^{18}\ \mathrm{s}.
\end{equation}
The square root appears because each layer contributes 0.8, half of $\beta$. The value of $t_{\mathrm c}$ exceeds $\tau_1$, where the cell law has ended; it serves here as a constant in $p$, not as a time at which the law is applied.

The test area contains $10^8$ columns and the product $10^{12}$, so $r=10^4$. The scales are
\begin{align}
\eta_0&=10^{18}(10^8)^{-1/1.6}\ \mathrm{s}=10^{13}\ \mathrm{s},\\
\eta_A&=10^{13}(10^4)^{-1/1.6}\ \mathrm{s}
=3.16\times10^{10}\ \mathrm{s}.
\end{align}
On the Weibull plot the line moves up by $\ln r=9.21$, or left by $9.21/1.6=5.76$.

Let the permitted failed fraction be $F=10^{-4}$, for which $H_F\approx1.00\times10^{-4}$. Equation \eqref{life} gives
\begin{equation}
t_F=3.16\times10^{10}(1.00\times10^{-4})^{1/1.6}\ \mathrm{s}
=1.00\times10^8\ \mathrm{s}\approx3.17\ \text{years}.
\end{equation}
The exact finite-column relation gives the same lifetime to the printed digits. All these times lie below $\tau_1$ and $\tau_2$, as the cell law requires.

A ten-year target, $t=3.156\times10^8\ \mathrm{s}$, is not met. Solving \eqref{life} for the area instead,
\begin{equation}
A_{\max}=A_0H_F\left(\frac{\eta_0}{t}\right)^\beta
=100(1.00\times10^{-4})
\left(\frac{10^{13}}{3.156\times10^8}\right)^{1.6}\mu\mathrm{m}^2
\approx1.59\times10^5\ \mu\mathrm{m}^2 .
\end{equation}
The area must fall by a factor of about 6.3 to lengthen the lifetime by a factor of about 3.2, because the permitted area varies as $t^{-\beta}$.

The slope also controls how an error propagates. From \eqref{life}, $\ln t_F=\ln\eta_0+(\ln H_F-\ln r)/\beta$. At fixed $\eta_0$,
\begin{equation}
\frac{\partial\ln t_F}{\partial\beta}
=\frac{\ln r-\ln H_F}{\beta^2}
=\frac{9.21+9.21}{1.6^2}\approx7.20 .
\end{equation}
The two terms in the numerator come from extrapolation in area and in failed fraction, and with the values chosen here they are equal to the printed digits. If $\beta$ were taken as 1.5, the predicted lifetime would be $4.64\times10^7\ \mathrm{s}$; with 1.7 it would be $1.97\times10^8\ \mathrm{s}$. An error of 0.1 in the slope changes the prediction by roughly a factor of two.

The size of the extrapolation can be read directly. The product reaches $H_F\approx10^{-4}$ when the test-area hazard is $H_F/r\approx10^{-8}$. About one test capacitor in $10^8$ would have failed by then. A straight line fitted near $F=0.632$ must therefore remain straight far below the fractions that a modest sample can show. Moreover, $\eta_0=10^{13}\ \mathrm{s}$ is about $3\times10^5$ years and cannot be measured at this stress. In practice $\eta_0$ and $\beta$ come from tests at higher voltage or temperature. The extrapolation back to operating stress is a separate step with its own uncertainty and is not treated here.

\section{When regions share a common variation}

Suppose that each device has its own random factor $Z>0$, for instance through a device-to-device difference that affects all its regions alike. Given $Z$, the regions are independent. Let $X$ be the survival probability of the test area at time $t$ for given $Z$. Conditional scaling gives $X^r$ for area $A$, and the population averages are
\begin{equation}
S_{A_0}=E[X],\qquad S_A=E[X^r].
\end{equation}
Here the distribution of $Z$ is taken to be the same for both areas. For $r>1$, $x^r$ is convex on $0\le x\le1$, so the average of the function is at least the function of the average:
\begin{equation}
S_A=E[X^r]\ge(E[X])^r=S_{A_0}^{\,r}.
\end{equation}
Independent scaling then cannot overestimate survival when going to a larger area. For $0<r<1$ the function is concave and the inequality reverses: scaling to a smaller area cannot underestimate survival.

For a definite case, let $X=e^{-Zh}$, where $h(t)$ is the test-area hazard at $Z=1$, and give $Z$ a gamma density of mean 1 and shape $k$. Then
\begin{equation}
S_A=\frac{k^k}{\Gamma(k)}\int_0^\infty z^{k-1}e^{-(k+rh)z}\,dz
=\frac{k^k}{(k+rh)^k}
=\left(1+\frac{rh}{k}\right)^{-k}.
\end{equation}
As $k\to\infty$, the spread of $Z$ vanishes and $S_A\to e^{-rh}$, which restores independent scaling.

For $k=2$ and $h=0.1$, the test survival is 0.9070. At ten times the area the true survival is 0.4444, while $S_{A_0}^{10}=0.3769$. At one tenth of the area the true value is 0.990075 and the independent estimate 0.990289. The second difference looks small in survival, but the failed fraction estimated from independence is about 2\% below the true failed fraction, $1-0.990075=0.009925$. The signs agree with the two inequalities. Measurements at several areas can expose such a dependence: after subtraction of $\ln r$, their Weibull plots no longer coincide at large failed fractions. In the gamma case the gap is about $-(r-1)h/(2k)$ for small $rh$ and vanishes in the early tail; for $r=10$ and $k=2$ it is $-0.19$ at $h=0.1$ but only $-0.002$ at $h=10^{-3}$. An edge contribution can have the same effect, so the mismatch alone does not identify the cause. The numerical output lists the values used here.

\section*{Computed results}
\begin{verbatim}
MODEL INPUTS
cells per column, interfacial and high-k: 2, 4
defect exponents alpha1, alpha2: 0.4, 0.2
defect times tau1, tau2: 1.0e+17, 1.0e+19 s
column area: 1.0e-06 um^2
test area: 100.0 um^2
product area: 1.000e+06 um^2
target failed fraction: 1.0e-04
WORKED EXAMPLE
Weibull slope beta: 1.600
columns in test area: 1.000e+08
columns in product area: 1.000e+12
area ratio r: 1.000e+04
vertical shift ln r: 9.2103
log scale shift -ln(r)/beta: -5.7565
scale factor r^(-1/beta): 3.1623e-03
test scale, Weibull: 1.0000e+13 s
test scale, exact columns: 1.0000e+13 s
product scale, Weibull: 3.1623e+10 s
product scale, exact columns: 3.1623e+10 s
H at target failed fraction: 1.000050e-04
product lifetime at target fraction: 1.0000e+08 s
same lifetime: 3.169 years
same lifetime, exact columns: 1.0000e+08 s
ten-year target: 3.1558e+08 s
largest area for ten years: 1.5902e+05 um^2
sensitivity d ln(t)/d beta: 7.1956
lifetime if beta were 1.5: 4.6417e+07 s
lifetime if beta were 1.7: 1.9685e+08 s
CHECKS
1000 columns, relative scale error: -3.1243e-04
1000 columns, predicted error: -3.1250e-04
sampled devices per size: 3000
sampled column numbers: 200, 3200
sampled log scale shift: -1.733
predicted log scale shift: -1.733
sampled slopes, small and large: 1.578, 1.585
lognormal, unit log-width, area ratio: 16
lognormal ln r: 2.773
sampled vertical shifts at test F = 0.02, 0.05, 0.10: 2.769, 2.765, 2.768
lognormal log-time shift at F = 0.01: -0.900
lognormal log-time shift at F = 0.632: -1.887
lognormal local slope at F = 0.01, large area: 3.495
d ln(t)/d ln(A) at that point: -0.2861
shared factor: gamma shape 2, H at Z=1: 0.1
shared factor, test survival: 0.9070
area x10, true and independent: 0.4444, 0.3769
area x0.1, true and independent: 0.990075, 0.990289
\end{verbatim}
